# Why a self-affine edge has no resolution-independent rms slope: verification in Python

```python
# Result under test: an edge x(z) with autocorrelation sigma^2 exp(-d/xi)
# (roughness exponent 1/2) has finite-difference rms slope
#   s(d) = sqrt(2 sigma^2 (1 - exp(-d/xi))) / d -> sqrt(2 sigma^2/(xi d)),
# which has no finite limit as the sampling step d goes to zero.
# sigma: rms roughness, xi: correlation length, w: standard deviation of
# Gaussian averaging along the edge, noise: rms position error per sample.
# All lengths are in nm; slopes are dimensionless.
import numpy as np
from scipy.integrate import quad
from scipy.optimize import brentq
from scipy.special import erfc
from scipy.signal import lfilter
from scipy.ndimage import gaussian_filter1d
from scipy.constants import physical_constants

sigma, xi, w_beam, noise = 1.5, 25.0, 1.0, 0.5
line_length = 2000.0


def structure(d, H=0.5):
    return -2 * sigma**2 * np.expm1(-(d / xi)**(2 * H))


def slope(d, H=0.5):
    return np.sqrt(structure(d, H)) / d


def law(d):
    return np.sqrt(2 * sigma**2 / (xi * d))


def spectrum(k):
    return 2 * sigma**2 * xi / (1 + (k * xi)**2)


def neighbour_corr(d):
    return np.expm1(-d / xi) / 2


def cutoff_slope(K):
    return np.sqrt(2 * sigma**2 / (np.pi * xi) * (K - np.arctan(K * xi) / xi))


def plateau(w):
    bracket = (1 / (2 * np.sqrt(np.pi) * w)
               - np.exp((w / xi)**2) * erfc(w / xi) / (2 * xi))
    return np.sqrt(2 * sigma**2 / xi * bracket)


def averaged_slope(d, w):
    def integrand(k):
        return spectrum(k) * np.exp(-(k * w)**2) * 2 * (1 - np.cos(k * d))
    value = quad(integrand, 0, 8 / w, limit=400)[0] / np.pi
    return np.sqrt(value) / d


# Spectrum from the autocorrelation, by direct cosine transform.
for k in (0.01, 0.1, 1.0):
    direct = 2 * quad(lambda u: sigma**2 * np.exp(-u / xi), 0, np.inf,
                      weight='cos', wvar=k)[0]
    assert abs(direct / spectrum(k) - 1) < 1e-5

# Slope from the spectrum, and the approach to the small-step law.
total = quad(spectrum, 0, np.inf)[0]
for d in (1.0, 2.0, 4.0):
    part = quad(spectrum, 0, np.inf, weight='cos', wvar=d)[0]
    s_spec = np.sqrt(2 / np.pi * (total - part)) / d
    assert abs(s_spec / slope(d) - 1) < 1e-4
    assert abs(s_spec / law(d) - (1 - d / (4 * xi))) < (d / xi)**2

# Mean-square slope carried by wavenumbers up to a cutoff.
for K in (np.pi, 4 * np.pi):
    direct = quad(lambda k: k**2 * spectrum(k), 0, K, limit=200)[0] / np.pi
    assert abs(np.sqrt(direct) / cutoff_slope(K) - 1) < 1e-6

# Edge built from independent kicks and a weak restoring pull.
rng = np.random.default_rng(12)
per_nm = 16
h = 1 / per_nm
kicks = rng.normal(0, sigma * np.sqrt(2 * h / xi), 2**22)
edge = lfilter([1.0], [1.0, -(1 - h / xi)], kicks)[2**13:]


def measured(x, d):
    n = round(d * per_nm)
    inc = x[n:] - x[:-n]
    power = np.mean(inc**2)
    return np.sqrt(power) / d, np.mean(inc[n:] * inc[:-n]) / power


print(f"rms roughness sigma = {sigma} nm, correlation length = {xi} nm")
print(f"simulated edge length = {len(edge) * h / 1000:.1f} um")
print(f"2 sigma^2/xi = {2 * sigma**2 / xi:.4f} nm")
steps = (0.25, 1.0, 4.0, 16.0, 250.0)
sim = {}
for d in steps:
    sim[d], corr = measured(edge, d)
    # Finite simulated length: few independent stretches at long steps.
    assert abs(sim[d] / slope(d) - 1) < (0.015 if d < 10 else 0.04)
    print(f"step {d:6.2f} nm: slope formula {slope(d):.4f}, "
          f"simulated {sim[d]:.4f}, small-step law {law(d):.4f}")
power_sim = np.log(sim[1.0] / sim[0.25]) / np.log(4)
assert abs(power_sim + 0.5) < 0.02
print(f"simulated power of step, 0.25 to 1 nm = {power_sim:.3f}")
print(f"slope at 1 nm / slope at 4 nm = {slope(1.0) / slope(4.0):.3f}")
print(f"long-step form sqrt(2) sigma/d at 250 nm = "
      f"{np.sqrt(2) * sigma / 250:.5f}")

for d, tol in ((1.0, 0.008), (8.0, 0.025)):
    corr = measured(edge, d)[1]
    assert abs(corr - neighbour_corr(d)) < tol
    print(f"neighbour increment correlation, step {d:.0f} nm: "
          f"formula {neighbour_corr(d):.4f}, simulated {corr:.4f}")

for K in (np.pi, 4 * np.pi):
    print(f"slope with wavenumbers up to {K:.3f} /nm = {cutoff_slope(K):.4f}")

# Averaging along the edge makes it smooth and stops the growth.
for w in (0.5, w_beam):
    smooth = gaussian_filter1d(edge, w * per_nm, truncate=6)
    fine, corr = measured(smooth, 0.125)
    assert abs(fine / plateau(w) - 1) < 0.015
    assert corr > 0.95
    print(f"averaging width {w} nm: plateau formula {plateau(w):.4f}, "
          f"simulated {fine:.4f} (step 0.125 nm)")
    print(f"  its neighbour correlation at 0.125 nm = {corr:.4f}")

# Averaging and independent detection noise together.
print(f"position noise per sample = {noise} nm")
for d in (1.0, 2.0, 4.0, 8.0):
    clean = averaged_slope(d, w_beam)
    noisy = np.sqrt(clean**2 + 2 * noise**2 / d**2)
    samples = smooth[::round(d * per_nm)]
    samples = samples + rng.normal(0, noise, len(samples))
    seen = np.sqrt(np.mean(np.diff(samples)**2)) / d
    assert abs(seen / noisy - 1) < 0.02
    print(f"step {d:.0f} nm: ideal {slope(d):.4f}, averaged {clean:.4f}, "
          f"averaged with noise {noisy:.4f}")
d_noise = -xi * np.log(1 - (noise / sigma)**2)
d_grid = round(d_noise * per_nm) / per_nm
assert abs((measured(edge, d_grid)[0] * d_grid)**2 / (2 * noise**2) - 1) < 0.04
print(f"step where noise equals unaveraged roughness = {d_noise:.2f} nm")

# Another exponent: power of the step and memory of the increments.
H = 0.7
tiny = 1e-4 * xi
power_H = np.log(slope(2 * tiny, H) / slope(tiny, H)) / np.log(2)
corr_H = structure(2 * tiny, H) / (2 * structure(tiny, H)) - 1
assert abs(power_H - (H - 1)) < 1e-4
assert abs(corr_H - (2**(2 * H - 1) - 1)) < 1e-4
print(f"exponent {H}: power of step {power_H:.3f}, "
      f"neighbour correlation {corr_H:.4f}")
print(f"exponent {H}: slope at 1 nm {slope(1.0, H):.4f}, "
      f"at 4 nm {slope(4.0, H):.4f}")

# Scatter of the slope between lines of finite length.
d = 4.0
n = round(d * per_nm)
squares = (edge[n:] - edge[:-n])**2
block = round(line_length * per_nm)
count = len(squares) // block
lines = np.sqrt(squares[:count * block].reshape(count, block).mean(axis=1)) / d
scatter = lines.std(ddof=1) / lines.mean()
expected = np.sqrt(d / (3 * line_length))
# About 130 lines fix a standard deviation to roughly 6 percent.
assert abs(scatter / expected - 1) < 0.25
print(f"line-to-line scatter, {line_length:.0f} nm lines, step 4 nm: "
      f"simulated {100 * scatter:.2f} %, estimate {100 * expected:.2f} %")

# Atomic spacing against the step at which the ideal slope reaches one.
lattice = physical_constants['lattice parameter of silicon'][0] * 1e9
bond = np.sqrt(3) / 4 * lattice
d_unit = brentq(lambda u: slope(u) - 1, 1e-3, 10)
assert d_unit < bond
print(f"silicon nearest-neighbour distance = {bond:.4f} nm")
print(f"ideal slope at that step = {slope(bond):.3f}")
print(f"step where ideal slope reaches one = {d_unit:.4f} nm")
print("OK")
```

It prints:

```
rms roughness sigma = 1.5 nm, correlation length = 25.0 nm
simulated edge length = 261.6 um
2 sigma^2/xi = 0.1800 nm
step   0.25 nm: slope formula 0.8464, simulated 0.8475, small-step law 0.8485
step   1.00 nm: slope formula 0.4201, simulated 0.4207, small-step law 0.4243
step   4.00 nm: slope formula 0.2039, simulated 0.2040, small-step law 0.2121
step  16.00 nm: slope formula 0.0912, simulated 0.0913, small-step law 0.1061
step 250.00 nm: slope formula 0.0085, simulated 0.0085, small-step law 0.0268
simulated power of step, 0.25 to 1 nm = -0.505
slope at 1 nm / slope at 4 nm = 2.060
long-step form sqrt(2) sigma/d at 250 nm = 0.00849
neighbour increment correlation, step 1 nm: formula -0.0196, simulated -0.0211
neighbour increment correlation, step 8 nm: formula -0.1369, simulated -0.1351
slope with wavenumbers up to 3.142 /nm = 0.4200
slope with wavenumbers up to 12.566 /nm = 0.8464
averaging width 0.5 nm: plateau formula 0.3131, simulated 0.3132 (step 0.125 nm)
  its neighbour correlation at 0.125 nm = 0.9840
averaging width 1.0 nm: plateau formula 0.2176, simulated 0.2176 (step 0.125 nm)
  its neighbour correlation at 0.125 nm = 0.9958
position noise per sample = 0.5 nm
step 1 nm: ideal 0.4201, averaged 0.2129, averaged with noise 0.7385
step 2 nm: ideal 0.2941, averaged 0.2008, averaged with noise 0.4066
step 4 nm: ideal 0.2039, averaged 0.1702, averaged with noise 0.2454
step 8 nm: ideal 0.1388, averaged 0.1269, averaged with noise 0.1547
step where noise equals unaveraged roughness = 2.94 nm
exponent 0.7: power of step -0.300, neighbour correlation 0.3195
exponent 0.7: slope at 1 nm 0.2223, at 4 nm 0.1443
line-to-line scatter, 2000 nm lines, step 4 nm: simulated 2.78 %, estimate 2.58 %
silicon nearest-neighbour distance = 0.2352 nm
ideal slope at that step = 0.873
step where ideal slope reaches one = 0.1794 nm
OK
```
